# One sine mode and the mean temperature of a self-heated wire: test program

```python
"""
Result under test: a uniformly heated suspended wire with ends at bath
temperature has mean rise M = q L^2/(12 kappa); its lowest mode alone gives
the fraction 96/pi^4 of M, which is about 1.4 percent too low.

q: heating power per volume, L: length, kappa: thermal conductivity.
The program also sizes effects left out of this model for a carbon nanofibre:
resistance feedback, variable conductivity, surface loss and end contacts.
Material parameters are rough typical values. SI units are used internally.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.linalg import eigh_tridiagonal, solve_banded

pi = np.pi


def solve_tridiagonal(diagonal, off_diagonal, source):
    bands = np.zeros((3, len(diagonal)))
    bands[0, 1:] = off_diagonal
    bands[1] = diagonal
    bands[2, :-1] = off_diagonal
    return solve_banded((1, 1), bands, source)


# Dimensionless wire: -u'' = 1 on (0, 1), u = 0 at both ends.
intervals = 2000
step = 1.0 / intervals
points = intervals - 1
diagonal = np.full(points, 2.0 / step**2)
off_diagonal = np.full(points - 1, -1.0 / step**2)
source = np.ones(points)
full = solve_tridiagonal(diagonal, off_diagonal, source)
values, vectors = eigh_tridiagonal(
    diagonal, off_diagonal, select="i", select_range=(0, 2))
modes = [vectors[:, j] * (vectors[:, j] @ source) / values[j]
         for j in range(3)]
mean_full = step * full.sum()
mean_modes = [step * mode.sum() for mode in modes]
middle = points // 2
ratio_mean = mean_modes[0] / mean_full
ratio_three = (mean_modes[0] + mean_modes[2]) / mean_full
ratio_peak = modes[0][middle] / full[middle]
end_heat = (modes[0][0] + modes[0][-1]) / step

# Discretization errors are of order step squared, below 1e-5 here.
assert abs(mean_full - 1 / 12) < 1e-6
assert abs(full[middle] - 1 / 8) < 1e-6
assert abs(mean_modes[0] - 8 / pi**4) < 1e-6
assert abs(ratio_mean - 96 / pi**4) < 5e-6
assert abs(mean_modes[1]) < 1e-8
assert abs(mean_modes[2] / mean_modes[0] - 1 / 81) < 1e-6
assert abs(ratio_peak - 32 / pi**3) < 5e-6
assert abs(end_heat - 8 / pi**2) < 5e-6
odd_sum = mp.nsum(lambda n: 1 / (2 * n + 1)**4, [0, mp.inf])
assert abs(odd_sum - mp.pi**4 / 96) < 1e-10
deficit = 1 - ratio_mean
assert 0.014 < deficit < 0.015

# Example inputs.
length = 20000e-9
diameter = 200e-9
kappa = 10.0
resistivity = 2e-5
current = 10e-6
bath = 300.0
alpha = -3e-4
beta = 1e-3
emissivity = 0.9
pressure_torr = 1e-5
interface = 1e-8
clamp_length = 2000e-9

area = pi * diameter**2 / 4
resistance = resistivity * length / area
power = current**2 * resistance
heating = power / (area * length)
mean_rise = heating * length**2 / (12 * kappa)
one_mode_rise = 8 * heating * length**2 / (pi**4 * kappa)
peak_rise = heating * length**2 / (8 * kappa)
one_mode_peak = 4 * heating * length**2 / (pi**3 * kappa)
inferred_kappa = 8 * power * length / (pi**4 * area * mean_rise)
scale = heating * length**2 / kappa
assert abs(mean_rise / (scale * mean_full) - 1) < 1e-5
assert abs(one_mode_rise / (scale * mean_modes[0]) - 1) < 1e-5
assert abs(inferred_kappa / kappa - ratio_mean) < 1e-5

# Surface loss: linearized radiation and a dilute diatomic gas.
h_radiation = 4 * emissivity * const.sigma * bath**3
radiated = emissivity * const.sigma * ((bath + peak_rise)**4 - bath**4)
assert abs(radiated / (h_radiation * peak_rise) - 1) < 0.06
pressure = pressure_torr * const.torr
gas_mass = 28.0 * const.atomic_mass
mean_speed = np.sqrt(8 * const.k * bath / (pi * gas_mass))
h_gas = 3 * pressure * mean_speed / (4 * bath)


def maxwell(u):
    return np.exp(-u**2 / 2) / np.sqrt(2 * pi)


number_flux = quad(lambda u: u * maxwell(u), 0, np.inf)[0]
normal_energy = quad(lambda u: u**3 / 2 * maxwell(u), 0, np.inf)[0]
one_transverse = quad(lambda u: u**2 / 2 * maxwell(u), -np.inf, np.inf)[0]
rotation_energy = 2 * 0.5  # two classical rotations, in units of k_B T
energy_per_molecule = (normal_energy / number_flux + 2 * one_transverse
                       + rotation_energy)
thermal_speed = np.sqrt(const.k * bath / gas_mass)
h_gas_quadrature = (pressure / (const.k * bath) * thermal_speed
                    * number_flux * energy_per_molecule * const.k)
assert abs(h_gas_quadrature / h_gas - 1) < 1e-7


def mean_with_effects(feedback=0.0, variation=0.0, loss=0.0):
    """Mean rise in units of M; coefficients act on the rise in units of M."""
    def equations(s, y):
        return np.vstack((y[1] / (1 + variation * y[0]),
                          -12 * (1 + feedback * y[0]) + loss * y[0],
                          y[0]))

    def boundary(left, right):
        return np.array([left[0], right[0], left[2]])

    s = np.linspace(0, 1, 201)
    guess = np.vstack((6 * s * (1 - s), 6 - 12 * s, 3 * s**2 - 2 * s**3))
    result = solve_bvp(equations, boundary, s, guess, tol=1e-8,
                       max_nodes=20000)
    assert result.success
    return result.y[2, -1]


loss_radiation = 4 * h_radiation * length**2 / (kappa * diameter)
loss_gas = 4 * h_gas * length**2 / (kappa * diameter)
effect_feedback = 1.2 * alpha * mean_rise
effect_kappa = -0.6 * beta * mean_rise
effect_radiation = -loss_radiation / 10
effect_gas = -loss_gas / 10
numeric_feedback = mean_with_effects(feedback=alpha * mean_rise) - 1
numeric_kappa = mean_with_effects(variation=beta * mean_rise) - 1
numeric_radiation = mean_with_effects(loss=loss_radiation) - 1
# Two percent allows for the second-order terms of these small effects.
assert abs(numeric_feedback / effect_feedback - 1) < 0.02
assert abs(numeric_kappa / effect_kappa - 1) < 0.02
assert abs(numeric_radiation / effect_radiation - 1) < 0.02

# End contacts: metal covers half the perimeter of each clamped section.
contact_width = pi * diameter / 2
transfer_length = np.sqrt(kappa * area * interface / contact_width)
effect_contact = 6 * transfer_length / length
cell = 5e-9
clamp_cells = round(clamp_length / cell)
wire_cells = round(length / cell)
cells = wire_cells + 2 * clamp_cells
suspended = slice(clamp_cells, clamp_cells + wire_cells)
sink = np.full(cells, contact_width * cell**2 / (interface * kappa * area))
sink[suspended] = 0
wire_diagonal = 2 + sink
wire_diagonal[0] -= 1
wire_diagonal[-1] -= 1
wire_source = np.zeros(cells)
wire_source[suspended] = heating * cell**2 / kappa
clamped_rise = solve_tridiagonal(
    wire_diagonal, np.full(cells - 1, -1.0), wire_source)
numeric_contact = clamped_rise[suspended].mean() / mean_rise - 1
assert abs(numeric_contact / effect_contact - 1) < 0.02
other_effects = [effect_feedback, effect_kappa, effect_radiation, effect_gas]
assert effect_contact > max(abs(effect) for effect in other_effects)
assert effect_contact > deficit

print("GENERAL RESULTS")
print(f"Exact mean / (q L^2/kappa): {mean_full:.6f}")
print(f"One-mode mean / (q L^2/kappa): {mean_modes[0]:.6f}")
print(f"One-mode mean / exact mean: {ratio_mean:.5f}")
print(f"One-mode deficit of mean: {100 * deficit:.3f} %")
print(f"Deficit with modes 1 and 3: {100 * (1 - ratio_three):.3f} %")
print(f"One-mode excess of peak: {100 * (ratio_peak - 1):.2f} %")
print(f"One-mode heat to ends / total power: {end_heat:.4f}")
print("EXAMPLE INPUTS (rough carbon nanofibre values)")
print(f"Length: {length * 1e9:.0f} nm")
print(f"Diameter: {diameter * 1e9:.0f} nm")
print(f"Thermal conductivity: {kappa:.1f} W/(m K)")
print(f"Electrical resistivity: {resistivity:.1e} ohm m")
print(f"Current: {current * 1e6:.1f} uA")
print(f"Bath temperature: {bath:.0f} K")
print(f"Resistance coefficient alpha: {alpha:.1e} 1/K")
print(f"Conductivity coefficient beta: {beta:.1e} 1/K")
print(f"Emissivity: {emissivity:.1f}")
print(f"Gas pressure: {pressure_torr:.1e} Torr")
print(f"Gas molecular mass: {gas_mass / const.atomic_mass:.0f} u")
print(f"Interface resistance times area: {interface:.1e} m^2 K/W")
print(f"Clamped length at each end: {clamp_length * 1e9:.0f} nm")
print("EXAMPLE RESULTS")
print(f"Cross-section: {area * 1e18:.0f} nm^2")
print(f"Resistance: {resistance:.0f} ohm")
print(f"Heating power: {power * 1e6:.4f} uW")
print(f"Heating power density: {heating:.4e} W/m^3")
print(f"Exact mean rise: {mean_rise:.3f} K")
print(f"One-mode mean rise: {one_mode_rise:.3f} K")
print(f"Difference of means: {mean_rise - one_mode_rise:.4f} K")
print(f"Exact mean rise times k_B: {mean_rise * const.k / const.e:.3e} eV")
print(f"One-mode rise times k_B: {one_mode_rise * const.k / const.e:.3e} eV")
print(f"Exact peak rise: {peak_rise:.3f} K")
print(f"One-mode peak rise: {one_mode_peak:.3f} K")
print(f"Conductivity inferred with one mode: {inferred_kappa:.3f} W/(m K)")
print("NEGLECTED EFFECTS: relative change of mean rise")
print(f"Radiation coefficient: {h_radiation:.3f} W/(m^2 K)")
print(f"Mean gas speed: {mean_speed:.1f} m/s")
print(f"Gas coefficient: {h_gas:.2e} W/(m^2 K)")
print(f"Contact width: {contact_width * 1e9:.1f} nm")
print(f"Thermal transfer length: {transfer_length * 1e9:.1f} nm")
print(f"Resistance feedback, estimate: {100 * effect_feedback:.3f} %")
print(f"Resistance feedback, numerical: {100 * numeric_feedback:.3f} %")
print(f"Variable conductivity, estimate: {100 * effect_kappa:.3f} %")
print(f"Variable conductivity, numerical: {100 * numeric_kappa:.3f} %")
print(f"Radiation, estimate: {100 * effect_radiation:.4f} %")
print(f"Radiation, numerical: {100 * numeric_radiation:.4f} %")
print(f"Residual gas, estimate: {100 * effect_gas:.2e} %")
print(f"End contacts, estimate: {100 * effect_contact:.3f} %")
print(f"End contacts, numerical: {100 * numeric_contact:.3f} %")
print("verified")
```

Output:

```
GENERAL RESULTS
Exact mean / (q L^2/kappa): 0.083333
One-mode mean / (q L^2/kappa): 0.082128
One-mode mean / exact mean: 0.98553
One-mode deficit of mean: 1.447 %
Deficit with modes 1 and 3: 0.230 %
One-mode excess of peak: 3.20 %
One-mode heat to ends / total power: 0.8106
EXAMPLE INPUTS (rough carbon nanofibre values)
Length: 20000 nm
Diameter: 200 nm
Thermal conductivity: 10.0 W/(m K)
Electrical resistivity: 2.0e-05 ohm m
Current: 10.0 uA
Bath temperature: 300 K
Resistance coefficient alpha: -3.0e-04 1/K
Conductivity coefficient beta: 1.0e-03 1/K
Emissivity: 0.9
Gas pressure: 1.0e-05 Torr
Gas molecular mass: 28 u
Interface resistance times area: 1.0e-08 m^2 K/W
Clamped length at each end: 2000 nm
EXAMPLE RESULTS
Cross-section: 31416 nm^2
Resistance: 12732 ohm
Heating power: 1.2732 uW
Heating power density: 2.0264e+12 W/m^3
Exact mean rise: 6.755 K
One-mode mean rise: 6.657 K
Difference of means: 0.0977 K
Exact mean rise times k_B: 5.821e-04 eV
One-mode rise times k_B: 5.737e-04 eV
Exact peak rise: 10.132 K
One-mode peak rise: 10.457 K
Conductivity inferred with one mode: 9.855 W/(m K)
NEGLECTED EFFECTS: relative change of mean rise
Radiation coefficient: 5.512 W/(m^2 K)
Mean gas speed: 476.3 m/s
Gas coefficient: 1.59e-03 W/(m^2 K)
Contact width: 314.2 nm
Thermal transfer length: 100.0 nm
Resistance feedback, estimate: -0.243 %
Resistance feedback, numerical: -0.243 %
Variable conductivity, estimate: -0.405 %
Variable conductivity, numerical: -0.402 %
Radiation, estimate: -0.0441 %
Radiation, numerical: -0.0441 %
Residual gas, estimate: -1.27e-05 %
End contacts, estimate: 3.000 %
End contacts, numerical: 3.001 %
verified
```
